# Image energy of an electron midway between two grounded plates, part 2

An electron, treated as a fixed point charge $q=-e$ with $e>0$, sits at $x=x_0$ between infinite, grounded, perfectly conducting plates at $x=0$ and $x=d$. The gap is filled with a uniform dielectric of permittivity $\epsilon=\kappa\epsilon_0$. We want its image energy $U$, the energy due to the plates, measured from the same charge at rest in the unbounded dielectric. Formulas are in SI units.

The images are $+q$ at $x_0+2nd$ and $-q$ at $-x_0+2nd$, for integer $n$; the real charge is $+q$ with $n=0$. "Positive" means of the same sign as $q$. With $\phi$ the potential of the images at the electron, part (c) gave $U=\frac12q\phi$ and, on the midplane $x_0=d/2$,

$$
U=-\frac{e^2\ln2}{4\pi\epsilon d}.
$$

There the images are charges $(-1)^mq$ at distance $|m|d$, added in pairs $\pm m$ outwards. One isolated plate at distance $b$ gives $U_1(b)=-\frac{e^2}{16\pi\epsilon b}$.

Part (d) took two positive images for each negative one. This wrong order leaves both plates at potential $q\ln2/(4\pi\epsilon d)$ and halves the apparent energy.

Part (e) used lateral waves of wavenumber $k$, with $\rho$ the lateral distance from the charge and $J_0$ the Bessel function:

$$
\phi_{\rm ind}(\rho,x)=\frac{q}{4\pi\epsilon}\int_0^\infty J_0(k\rho)\,w(x)\,dk .
$$

The bare wave has amplitude $e^{-k|x-x_0|}$ with the same prefactor. For a midplane charge,

$$
w(d/2)=-\frac{e^{-kd/2}}{\cosh(kd/2)}=-\frac{2}{e^{kd}+1}.
$$

Part (f) found the field at the surface of the left plate, again for a midplane charge,

$$
E(\rho)=-\frac{q}{4\pi\epsilon}\int_0^\infty\frac{J_0(k\rho)}{\cosh(kd/2)}\,k\,dk ,
$$

and an inward force on each plate of size $e^2\ln2/(4\pi\epsilon d^2)$.

The reduced units are $e^2/(4\pi\epsilon d)$ for energy, $e^2/(4\pi\epsilon d^2)$ for force and $q/(4\pi\epsilon d)$ for potential.

### (g) Find the image energy at any position, and show where it is greatest.

**Solution.** Let $s=x_0/d$. The positive images are at distances $2|n|d$ from the electron. The negative ones are at $2d(n+s)$ for $n\ge0$ on the left and at $2d(n-s)$ for $n\ge1$ on the right. Hence

$$
\phi=\frac{q}{8\pi\epsilon d}\lim_{N\to\infty}\left[\sum_{n=1}^{N}\frac2n-\sum_{n=0}^{N}\frac1{n+s}-\sum_{n=1}^{N}\frac1{n-s}\right].
$$

Give one of the two terms $1/n$ to each negative sum and shift the index where needed. The one unmatched term, $1/(N+s)$, vanishes. The digamma function $\psi$ satisfies

$$
\psi(s)+\gamma=\sum_{n=0}^{\infty}\left(\frac1{n+1}-\frac1{n+s}\right),
$$

where $\gamma$ is Euler's constant. The bracket is therefore $2\gamma+\psi(s)+\psi(1-s)$, and $U=q\phi/2$ becomes

$$
U(x_0)=\frac{e^2}{16\pi\epsilon d}\big[2\gamma+\psi(s)+\psi(1-s)\big].
$$

At $s=1/2$, each $\psi+\gamma$ equals $-2\sum_{n\ge0}[1/(2n+1)-1/(2n+2)]=-2\ln2$. The bracket is $-4\ln2$, which returns the midplane result.

Each term of the series for $\psi(s)$ has second derivative $-2/(n+s)^3<0$, so the energy is a concave function of position. It is also symmetric about the midplane, which is therefore its maximum. With no bias, the midplane energy is thus the amount by which images lower the top of a flat barrier.

As $s\to0$, $\psi(s)+\gamma$ approaches $-1/s$ and $\psi(1-s)+\gamma$ approaches zero. Then $U\to-e^2/(16\pi\epsilon x_0)$, the energy for the near plate alone.

The slope of $U$ must balance the force from the images. At $s=0.3$, the direct sum of image forces and the value of $-dU/dx_0$ are both $-2.35283$ in units of $e^2/(4\pi\epsilon d^2)$. The sign means attraction to the nearer plate.

### (h) Evaluate the midplane energy for a gap of 20 nm filled with a porous low-permittivity glass.

**Solution.** Take $\kappa=2.5$ for the static constant and 2.0 for the optical one, as rough values for porous organosilicate glass. The static value suits an electron resting on a trap, since electrons and ions in the glass have both had time to respond. The optical value describes the opposite limit, in which only the electrons of the glass follow. With $e^2/(4\pi\epsilon_0)=1.43996$ eV nm,

$$
\frac{e^2}{4\pi\epsilon d}=\frac{1.43996}{2.5\times20}=0.02880\ \text{eV},\qquad
U=-0.02880\times0.693147=-0.01996\ \text{eV}.
$$

The lowering is about 20 meV. In the optical limit it is 25 meV.

The partial sums approach this value slowly. One, two, three and four pairs of images give $-0.0288$, $-0.0144$, $-0.0240$ and $-0.0168$ eV. Ten pairs give $-0.0186$ eV, still 7% short of the limit in size.

At 300 K the thermal energy $k_BT$ is 0.0259 eV, about 30% more than the size of the static image energy. With the static constant and temperature held fixed, the two are equal at a spacing of 15.4 nm.

### (i) Apply 0.7 V across the gap. By how much do the images and the field lower the barrier?

**Solution.** The potential is now the sum of a linear applied part and the induced part for grounded plates, because the equations are linear. The image energy is unchanged. The field is $F=0.7/20=0.035$ V/nm, or 0.35 MV/cm. Measured from the unlowered barrier at the injecting plate, the electron's energy is $U(x)-eFx$. This is concave, so it has a single maximum, and the barrier lowering is the least value of $eFx-U(x)$.

Near the injecting plate, $-U\approx A/x$ with $A=e^2/(16\pi\epsilon)=1.43996/(4\times2.5)=0.144$ eV nm. Setting the derivative $eF-A/x^2$ to zero gives

$$
x=\sqrt{\frac{A}{eF}}=\sqrt{\frac{0.144}{0.035}}\approx2.03\ \text{nm},\qquad
\Delta=2\sqrt{AeF}\approx0.142\ \text{eV}.
$$

The full expression from (g) gives 2.02 nm and 0.142 eV. The far plate has little influence so close to the near one. With the optical constant the values are 2.26 nm and 0.159 eV.

The lowering is about seven times the midplane image energy for the static constant, and about 6.4 times for the optical one. Both values assume a uniform permittivity even within about 2 nm of the plate, where individual pores can matter. The barrier top has moved away from the midplane, where the applied potential has already reduced the electron's energy by 0.35 eV. The midplane formula gives the energy of an electron at the centre. It does not give the barrier lowering for injection under this bias.

### (j) Estimate what the model leaves out for these numbers.

**Solution.** *Screening in the metal.* A real metal lets the field in over a screening length $\ell$, taken as roughly 0.055 nm. In the Thomas–Fermi description with unit background permittivity, a wave decays in the metal as $e^{-Qz}$ with $Q=\sqrt{k^2+\ell^{-2}}$, where $z$ is the depth. Let a wave of unit amplitude arrive and a fraction $r$ return. Continuity of the potential and of the normal displacement gives $1+r=t$ and $\kappa k(1-r)=Qt$, where $t$ is the amplitude in the metal. Hence

$$
r=\frac{\kappa k-Q}{\kappa k+Q}.
$$

The amplitude $a$ arriving at each plate comes from the charge and from the other plate: $a=e^{-kd/2}+r\,a\,e^{-kd}$. The two waves returned to the centre add up to

$$
2r\,a\,e^{-kd/2}=\frac{2r\,e^{-kd}}{1-r\,e^{-kd}} .
$$

Setting $r=-1$ recovers part (e). For $k\ell\ll1$ and $\kappa k\ell\ll1$, $Q\approx1/\ell$ and $r\approx-e^{-2\kappa k\ell}$. This replaces $d$ by $d+2\kappa\ell$, as if each plate had retreated by $\kappa\ell=0.1375$ nm. Integrating the full expression gives $-0.0197$ eV, a reduction in size of 1.4%. The effect is larger at the barrier top of (i). Replacing $A/x$ by $A/(x+\kappa\ell)$ at the same field moves the top to about 1.9 nm and reduces the lowering by $eF\kappa\ell\approx5$ meV, to about 0.137 eV. This description keeps the electrons of the metal behind a sharp surface. At a real surface they spill out slightly, which moves the effective image plane out of the metal, into the gap, and acts the other way. The result is therefore a scale for the correction, and its net sign is not settled here.

*Finite line height.* Suppose the plates are the side walls of lines of height $H=40$ nm, with the electron at mid-height. From the surface field in (f), the induced charge on one infinite plate has the two-dimensional Fourier amplitude $1/[2\cosh(kd/2)]$ per unit of inducing charge. Integrating along the line leaves the height $y$:

$$
\int_{-\infty}^{\infty}\frac{dk}{2\pi}\,\frac{e^{iky}}{2\cosh(kd/2)}=\frac1{2d\cosh(\pi y/d)} .
$$

For $y>0$ the residues at $k=i\pi(2m+1)/d$ give $(1/d)\sum_{m\ge0}(-1)^me^{-(2m+1)\pi y/d}$, a geometric series with the sum shown. The fraction of induced charge that infinite plates would carry at $|y|>H/2$, counting both plates, is

$$
\frac2d\int_{H/2}^{\infty}\frac{dy}{\cosh(\pi y/d)}=\frac4\pi\arctan\!\left(e^{-\pi H/2d}\right)=5.5\%.
$$

This is a fraction of charge, not an error in energy. The change in energy has not been calculated here.

*A nearby pore.* Replace the glass by vacuum in a sphere of radius $a=0.5$ nm whose centre is $R=1$ nm from the electron, and ignore the plates for this estimate. Near the sphere, at distance $\sigma$ from its centre, the multipole of order $l$ is $\sigma^l/R^{l+1}+b_l\sigma^{-l-1}$ outside and $c_l\sigma^l$ inside. Continuity of the potential and of the normal displacement at $\sigma=a$ gives

$$
c_l=\frac1{R^{l+1}}+\frac{b_l}{a^{2l+1}},\qquad
\kappa\left[\frac{l}{R^{l+1}}-\frac{(l+1)b_l}{a^{2l+1}}\right]=l\,c_l .
$$

Eliminating $c_l$ gives $b_l$, and half the charge times the scattered potential at the electron gives

$$
U_{\rm pore}=\frac{e^2}{8\pi\epsilon}\sum_{l=1}^{\infty}\frac{(\kappa-1)\,l}{\kappa(l+1)+l}\,\frac{a^{2l+1}}{R^{2l+2}}=+0.013\ \text{eV}.
$$

The energy is positive because the electron is drawn towards the more polarizable glass. One pore whose wall is 0.5 nm away thus shifts the energy by about 65% of the midplane image energy. The shift falls quickly with distance, the leading term as $a^3/R^4$: the same sum gives about 2 meV at $R=1.5$ nm and 0.6 meV at $R=2$ nm. This is an estimate of scale only: the value $\kappa=2.5$ already averages over the pores of the glass, and the solid between them has a larger permittivity.

*Direct tunnelling.* Take a barrier of 3.5 eV and an effective mass of half the electron mass, both rough. For an electron at the Fermi level of the injecting plate, the WKB factor is $\exp[-2\int\sqrt{2m^*V(x)}\,dx/\hbar]$, where $V$ is the height of the barrier above that level and the integral covers the region $V>0$. It is about $10^{-112}$ without the image term and $10^{-109}$ with it, using the optical constant. For ideal plates the images help by about 2.4 powers of ten. This figure is not reliable, because the turning points lie only about 0.05 and 0.06 nm from the plates, where the classical image energy is not valid. Moving each plate back by $\kappa\ell=0.11$ nm, with the optical constant, reduces the gain to about 1.5 powers of ten. Direct tunnelling across 20 nm remains negligible in either estimate.

### (k) How far does the result apply to a real interconnect?

**Solution.** The example has in view copper lines separated by porous organosilicate glass. Its spacing, line height, permittivities and bias are rough values for narrow lines, and the field is about 14 times below an assumed breakdown field of 5 MV/cm. Of the two energy shifts calculated in (j), that of the pore is much the larger for the values chosen: a single pore with its wall 0.5 nm away moves the 20 meV result by 13 meV, whereas metal screening in the Thomas–Fermi model moves it by 0.3 meV. Real lines also have liners and capping layers, and their glass contains traps and damaged regions, none of which is modelled here. The midplane value is therefore a scale for the effect of the electrodes near the middle of the gap, not a prediction for a particular trap. It also says nothing by itself about the leakage current, which depends on how electrons enter the glass and move between traps.

The numerical output below lists the values used, with their units.

## Table of computed values

```
TESTS, reduced units
ln 2: 0.693147
midplane energy, boundary-value solution: -0.693147
midplane energy, direct image sum: -0.693146
force on one plate, Maxwell stress: 0.693147
wrong order, plate potential: 0.69315
wrong order, apparent energy: -0.34657
image force at s=0.3: -2.35283
minus energy slope at s=0.3: -2.35283
EXAMPLE INPUTS, rough values
spacing: 20.0 nm; line height: 40.0 nm
kappa static: 2.5; optical: 2.0
bias: 0.7 V; temperature: 300 K
metal screening length: 0.055 nm
pore radius: 0.5 nm
pore centre to electron: 1.0 nm
barrier: 3.5 eV; mass: 0.5 m_e
breakdown field: 5.0 MV/cm
MIDPLANE RESULTS
e^2/(4 pi epsilon_0): 1.43996 eV nm
two isolated-plate energies added: -0.02880 eV
energy with 1 image pairs: -0.02880 eV
energy with 2 image pairs: -0.01440 eV
energy with 3 image pairs: -0.02400 eV
energy with 4 image pairs: -0.01680 eV
energy with 10 image pairs: -0.01859 eV
midplane energy, static kappa: -0.01996 eV
midplane energy, static kappa: -19.96 meV
midplane energy, optical kappa: -0.02495 eV
thermal energy kT: 0.02585 eV
spacing where |U| = kT, static: 15.44 nm
BIAS AND NEGLECTED EFFECTS
applied field: 0.350 MV/cm
breakdown/applied field: 14.3
bias energy drop to midplane: 0.350 eV
barrier top from plate, static: 2.023 nm
barrier lowering, static: 0.1422 eV
barrier top from plate, optical: 2.260 nm
barrier lowering, optical: 0.1590 eV
plate retreat by screening: 0.1375 nm
midplane energy with screening: -0.01969 eV
screening change in |U|: -1.36 %
induced charge beyond line height: 5.50 %
energy shift from one nearby pore: 0.01290 eV
log10 WKB factor, no image: -111.6
log10 WKB factor, optical image: -109.2
```
